\section*{Entanglement entropy from charge cumulants across an opened quantum point contact}

\section{Definitions and conventions}

Two leads, left and right, hold non-interacting fermions in a pure Gaussian state: a Slater determinant, or filled Fermi seas. Each lead has a definite particle number before the contact between them opens. Entropy is in nats, and $\hbar=1$ except in the device example. One spin-resolved channel is treated.

Let $M_{ij}=\langle c_j^\dagger c_i\rangle$ be the correlation matrix restricted to the left lead, with eigenvalues $p_j$. Let $N$ be the left charge in units of the carrier charge, and define
\begin{equation}
F(\lambda)=\ln\langle e^{\lambda N}\rangle,\qquad C_m=F^{(m)}(0).
\end{equation}
Since $N$ starts with a definite value, it differs from the transferred charge by a constant and, at most, a sign. Even cumulants are therefore those of the transferred charge.

For real $\lambda$ it will be shown that
\begin{equation}
S=\int_{-\infty}^{\infty}d\lambda\,w(\lambda)F''(\lambda),\qquad w(\lambda)=-\ln\!\left(1-e^{-|\lambda|}\right), \label{main}
\end{equation}
and that expanding $F''$ under the integral gives the Klich--Levitov series
\begin{equation}
S\sim\sum_{m=2,4,\dots}\frac{(2\pi)^m|B_m|}{m!}C_m
=\frac{\pi^2}{3}C_2+\frac{\pi^4}{45}C_4+\frac{2\pi^6}{945}C_6+\cdots \label{series}
\end{equation}
with Bernoulli numbers $B_m$. The sign $\sim$ matters: for finitely many partly filled modes the series diverges, while (\ref{main}) holds.

\section{Reduction to single modes}

Wick's theorem holds for all left operators, so the reduced state is fixed by $M$. In the eigenbasis of $M$ it is a product of independent modes, filled with probability $p_j$. Hence
\begin{align}
S&=\sum_j s(p_j),\quad s(p)=-p\ln p-(1-p)\ln(1-p),\\
F(\lambda)&=\sum_j\ln(1-p_j+p_je^\lambda).
\end{align}
Set $u=\ln[p/(1-p)]$, so that $p(u)=e^u/(1+e^u)$. One term of $F$ is $\ln(1+e^{u+\lambda})-\ln(1+e^u)$. Differentiating with respect to $\lambda$ is the same as differentiating the first logarithm with respect to $u$, so
\begin{equation}
F''(\lambda)=\sum_j p'(u_j+\lambda),\qquad C_m=\sum_j\partial_u^{m-1}p(u_j),\qquad p'=p(1-p). \label{shift}
\end{equation}
A real counting field shifts all levels $u_j$ rigidly.

\section{Proof of the integral formula}

By additivity one mode suffices. Folding the integral onto $\lambda>0$ gives
\begin{equation}
I=\int_0^\infty d\lambda\,w(\lambda)\,[p'(u+\lambda)+p'(u-\lambda)].
\end{equation}
The bracket is the derivative of $p(u+\lambda)-p(u-\lambda)$, and $w'=-1/(e^\lambda-1)$. The boundary terms vanish: near zero the product behaves as $-\lambda\ln\lambda$, and at infinity $w\simeq e^{-\lambda}$. Thus
\begin{equation}
I=\int_0^\infty d\lambda\,\frac{p(u+\lambda)-p(u-\lambda)}{e^\lambda-1}.
\end{equation}
With $x=e^\lambda$ and $a=e^u$,
\begin{equation}
p(u+\lambda)-p(u-\lambda)=\frac{ax}{1+ax}-\frac{a}{x+a}=\frac{a(x^2-1)}{(1+ax)(x+a)}.
\end{equation}
Since $d\lambda=dx/x$, one factor $x-1$ cancels:
\begin{align}
I&=\int_1^\infty\frac{a(x+1)\,dx}{x(1+ax)(x+a)}\nonumber\\
&=\int_1^\infty dx\left[\frac1x-\frac{a^2}{(1+a)(1+ax)}-\frac{1}{(1+a)(x+a)}\right]\nonumber\\
&=\left[\ln x-\frac{a\ln(1+ax)+\ln(x+a)}{1+a}\right]_1^\infty .
\end{align}
At the upper limit the terms in $\ln x$ cancel and $-\frac{a}{1+a}\ln a=-p\ln a$ remains. The lower limit has the value $-\ln(1+a)$. Therefore $I=\ln(1+a)-p\ln a$. Because $\ln p=\ln a-\ln(1+a)$ and $\ln(1-p)=-\ln(1+a)$, this is $s(p)$, which proves (\ref{main}).

As a test, four sites holding three particles were joined to four sites holding one. At time $1.3$ in units of inverse hopping, the Schmidt decomposition of the full many-body state gives $S=0.794981$. Formula (\ref{main}), fed with nothing but the probabilities of the left charge, gives the same number. Here $C_3=0.069$ is not zero, so the agreement does not rest on a symmetric distribution.

\section{The series and its error}

Since $w(\lambda)=\sum_{n\ge1}e^{-n|\lambda|}/n$, for even $m$
\begin{equation}
\int_{-\infty}^{\infty}d\lambda\,w(\lambda)\frac{\lambda^{m-2}}{(m-2)!}
=2\sum_{n\ge1}\frac1{n\cdot n^{m-1}}=2\zeta(m). \label{moment}
\end{equation}
For odd $m$ the integral vanishes because $w$ is even. To introduce $B_m$, compare two expansions of one function:
\begin{equation}
\frac y2\coth\frac y2=\sum_{k\ge0}\frac{B_{2k}y^{2k}}{(2k)!}
=1+2\sum_{n\ge1}\frac{y^2}{y^2+4\pi^2n^2}.
\end{equation}
Expanding the pole sum in $y$ gives $1+2\sum_{k\ge1}(-1)^{k-1}\zeta(2k)(y/2\pi)^{2k}$. Equating powers, $2\zeta(m)=(2\pi)^m|B_m|/m!$. Inserting $F''(\lambda)=\sum_{m\ge2}C_m\lambda^{m-2}/(m-2)!$ into (\ref{main}) and integrating term by term yields (\ref{series}).

\subsection*{Why the series diverges}

The function $F$ has logarithmic singularities where $1-p_j+p_je^\lambda=0$, that is at $\lambda=-u_j+i\pi(2n+1)$ for integer $n$. The logarithms all enter with positive weight, so they cannot cancel, not even in $F(\lambda)+F(-\lambda)$. The Taylor series of this even part thus has a finite radius of convergence. Were the $C_{2k}$ bounded, the factor $1/(2k)!$ would make that radius infinite. They are therefore unbounded, while their coefficients in (\ref{series}) tend to $2$, so the terms do not tend to zero. Formula (\ref{main}) is the Borel sum: the terms $C_m\lambda^{m-2}/(m-2)!$ are first summed to $F''$, which is continued beyond the radius of convergence, and only then integrated.

One half-filled mode shows this plainly. Its entropy is $\ln2=0.693$, but the partial sums through $C_2,C_4,\dots,C_{12}$ are $0.822$, $0.552$, $1.061$, $-1.073$, $14.4$ and $-158$.

\subsection*{A bound on truncation}

Let $S_r$ be the sum through $C_{2r}$. Taylor's theorem for $F''(\lambda)+F''(-\lambda)$ leaves a remainder of size at most $2\lambda^{2r}\sup|F^{(2r+2)}|/(2r)!$. Integrating it over $\lambda>0$ with weight $w$, and using half of (\ref{moment}), gives
\begin{equation}
|S-S_r|\le2\zeta(2r+2)\sup_{\lambda\in\mathbb R}|F^{(2r+2)}(\lambda)|. \label{bound}
\end{equation}
A few terms are useful when the higher derivatives are small over the whole range where $w$ has weight, not merely at $\lambda=0$.

\section{Opening a perfect channel}

\subsection*{What is exchanged}

Let $a(t_1)$ and $b(t_1)$ be the amplitudes arriving at the contact at time $t_1$ from the left and right leads. Both leads are at zero temperature and the same chemical potential, the spectrum is linear, and the contact reflects everything before time $0$. It then transmits everything until time $t$.

At time $t$ the left lead contains the part of $a$ with arrival times outside $(0,t)$ and the part of $b$ with arrival times inside. Closing the contact at $t$ leaves $S$ unchanged afterwards, since each lead then evolves by itself. The entropy at time $t$ after opening is thus also that of a window of length $t$.

Let $n$ be the correlation projector of one incoming stream, and $f$ the projector onto the window. If $fnf\,v=pv$ with $0<p<1$ and $v=fv$, put $w_v=(1-f)nv$. Using $n^2=n$,
\begin{equation}
(1-f)n(1-f)\,w_v=(1-f)(n-nfn)v=(1-p)\,w_v .
\end{equation}
The outside part of a stream therefore has eigenvalues $1-p$ where the inside part has $p$. The two streams supply mirror-image sets of levels, $u$ and $-u$.

\subsection*{Spectrum of the vacuum on a window}

With energies measured from the chemical potential and a convergence factor $e^{\eta E}$, the correlator of a stream is
\begin{equation}
n(t_1-t_2)=\int_{-\infty}^0\frac{dE}{2\pi}e^{-iE(t_1-t_2)+\eta E}
\to\frac12\delta(t_1-t_2)+\frac{i}{2\pi}\,\mathrm P\frac1{t_1-t_2}.
\end{equation}
On the window introduce $z=\ln[t_1/(t-t_1)]$, so that $t_1=t/(1+e^{-z})$ and $dt_1/dz=te^{-z}/(1+e^{-z})^2$. Changing variables unitarily multiplies the kernel by the square root of both Jacobians:
\begin{equation}
\frac{\sqrt{(dt_1/dz)(dt_2/dz')}}{t_1-t_2}
=\frac{e^{-(z+z')/2}}{e^{-z'}-e^{-z}}=\frac1{2\sinh[(z-z')/2]}.
\end{equation}
The kernel depends on $z-z'$ alone, so plane waves $e^{ikz}$ are its eigenfunctions. Only the odd part of $e^{-ikx}$ survives the integration, and
\begin{align}
p&=\frac12+\frac1{2\pi}\int_0^\infty dx\,\frac{\sin kx}{\sinh(x/2)}\nonumber\\
&=\frac12+\frac1{2\pi}\sum_{n\ge0}\frac{2k}{k^2+(n+\frac12)^2}
=\frac{1+\tanh\pi k}{2}.
\end{align}
The second line uses $1/\sinh(x/2)=2\sum_{n\ge0}e^{-(n+1/2)x}$ and the pole expansion of $\pi\tanh\pi k$. Comparison with $p(u)=(1+\tanh\frac u2)/2$ gives $u=2\pi k$.

\subsection*{The logarithm}

Without a cutoff $z$ covers the whole line and the number of levels is infinite. A finite switching time or bandwidth removes times closer than about $\tau$ to either edge. For $t\gg\tau$ this leaves a length $2\ln(t/\tau)$ in $z$. One stream has $2\ln(t/\tau)/2\pi$ levels per unit $k$, hence $\ln(t/\tau)/2\pi^2$ per unit $u$. For both streams
\begin{equation}
\frac{dn}{du}=\frac1{\pi^2}\ln\frac t\tau
\end{equation}
to leading logarithm. This density does not depend on $u$, and (\ref{shift}) gives
\begin{equation}
F''(\lambda)=\frac1{\pi^2}\ln\frac t\tau\int_{-\infty}^{\infty}du\,p'(u+\lambda)=\frac1{\pi^2}\ln\frac t\tau .
\end{equation}
So $C_2=\pi^{-2}\ln(t/\tau)$, and higher cumulants have no logarithm because they integrate total derivatives over a flat density. From (\ref{main}) and (\ref{moment}) with $m=2$,
\begin{equation}
S=2\zeta(2)\,\frac1{\pi^2}\ln\frac t\tau=\frac13\ln\frac t\tau . \label{third}
\end{equation}
Corrections come from the two window edges, where the cutoff acts. Each edge sees the other only from a distance $t\gg\tau$, so one expects corrections that stay bounded as $t$ grows. This is an argument, not a proof, and the constant depends on how the contact is switched.

\section{Two long chains}

Two half-filled tight-binding chains of 500 sites, with hopping $J$, are joined by an equal bond. The joined chain is uniform and transmits perfectly at every energy. With time in units of $\hbar/J$:
\begin{center}
\begin{tabular}{rrrr}
$t$ & $S$ & $C_2$ & $C_4$\\
5 & 1.444 & 0.458 & $-0.050$\\
10 & 1.638 & 0.504 & $-0.001$\\
20 & 1.872 & 0.580 & $-0.028$\\
40 & 2.097 & 0.647 & $-0.020$
\end{tabular}
\end{center}
From $t=10$ to $40$ the entropy grows by $0.4594$. Dividing by $\ln4=1.386$ gives $0.331$, against $1/3$. The slope of $C_2$ is $0.103$, against $1/\pi^2=0.101$. Both quantities oscillate about the logarithm, so a slope taken from two times is uncertain by about $0.01$: the table gives $0.338$ from $t=10$ to $20$ and $0.325$ from $20$ to $40$ for $S$, and $0.109$ and $0.096$ for $C_2$. $C_4$ fluctuates but shows no comparable growth.

The level density is flat only in its logarithmic part. At $t=40$ the first positive levels are $u=0.73$, $2.29$, $4.03$ and $5.98$, with gaps that widen outwards. Averaged over a Gaussian window of width $2.5$ around $u=0$, the density grows with $\ln t$ at a rate $0.099$, close to $1/\pi^2$. The central gap alone would give $0.124$. A single gap fluctuates with time, and two times are too few to average this out.

At $t=40$ the partial sums of (\ref{series}) are $2.128$, $2.086$, $2.085$, $2.650$ and $-9.35$. The error relative to $S=2.097$ is $1.5\%$ after $C_2$, $0.5\%$ after $C_4$ and $0.6\%$ after $C_6$; from $C_8$ on the sums run away. For the bound, note that Taylor's theorem at a given $\lambda$ needs the derivative only up to $|\lambda|$, and that beyond $|\lambda|=15$ the weight $w$ is below $10^{-6}$, so that the tail is negligible. The supremum in (\ref{bound}) may therefore be restricted to $|\lambda|\le15$. The resulting estimate is $0.19$ after $C_2$ and $0.40$ after $C_4$, far above the actual errors $0.031$ and $0.011$. It is safe here but not sharp.

\section{Imperfect transmission}

Let the open contact transmit with energy-independent probability $D$, and put $R=1-D$. The outgoing amplitudes are
\begin{align}
\text{left:}&\quad Aa+\sqrt D\,fb,\qquad A=(1-f)+\sqrt R\,f,\nonumber\\
\text{right:}&\quad Ab-\sqrt D\,fa .
\end{align}
Both streams have the same $n$, so the left--right correlation block is
\begin{equation}
X=\sqrt D\,(fnA-Anf)=\sqrt D\,[fn(1-f)-(1-f)nf],
\end{equation}
where the terms $\sqrt R\,fnf$ cancel. The global correlation matrix is a projector, so $M^2+XX^\dagger=M$, or $M(1-M)=XX^\dagger\propto D$. Each $p(1-p)$ is therefore $D$ times its value at perfect transmission. Since $s(p)=s(1-p)$, this fixes the entropy:
\begin{equation}
S=\kappa(D)\ln\frac t\tau,\qquad \kappa(D)=\frac1{\pi^2}\int du\,s(p_D),\quad p_D(1-p_D)=Dp(1-p),
\end{equation}
with $\kappa(1)=1/3$, while $C_2=(D/\pi^2)\ln(t/\tau)$.

For $D\ll1$ set $q=Dp'$. Then $s\simeq-q\ln q+q$. With $\int p'du=1$ and $-\int p'\ln p'\,du=-\int_0^1\ln[p(1-p)]\,dp=2$,
\begin{equation}
\kappa(D)\simeq\frac{D}{\pi^2}\left(\ln\frac1D+3\right).
\end{equation}
The ratio $S/C_2\simeq\ln(1/D)+3$ has no finite limit. The first term of the series, which would give the fixed ratio $\pi^2/3$, fails for weak tunnelling.

On the chains, $D$ is set by a joining bond $\sqrt D\,J$ and end-site energies $\pm\sqrt{1-D}\,J$. This two-site matrix has eigenvalues $\pm J$ for every $D$. Its eigenvectors see half-chains with reflection amplitudes $r_\pm$, and the transmission amplitude has modulus $\sqrt D\,|r_+-r_-|/2$. At $D=1$ the modulus is one, so the transmission probability is $D$ at every energy. For $D=0.9$ the measured slope from $t=10$ to $40$ is $0.306$, again uncertain by about $0.01$ through the choice of times, and $\kappa(0.9)=0.308$.

\section{Temperature}

At temperature $T$, summing the poles of the Fermi function replaces $1/(t_1-t_2)$ in the correlator by $g/\sinh[g(t_1-t_2)]$, with $g=\pi k_BT/\hbar$. The transferred charge is the difference of two independent window charges, so their variances add. At separation $x$ each variance has the integrand $-n(x)n(-x)$, equal to $-1/4\pi^2x^2$ at zero temperature. The excess over zero temperature is
\begin{align}
\Delta C_2&=\frac1{\pi^2}\int_0^t dx\,(t-x)\left[\frac1{x^2}-\frac{g^2}{\sinh^2gx}\right]\nonumber\\
&=\frac1{\pi^2}\ln\frac{\sinh gt}{gt}.
\end{align}
Both sides vanish with their first derivatives at $t=0$ and have the same second derivative. For $gt\gg1$ the noise grows linearly in time. At any $T>0$ the global state is mixed. Formula (\ref{main}), with $F$ taken for the full charge of the lead, including its initial thermal fluctuations, then gives the total entropy of the lead, which no longer measures entanglement.

This full charge behaves differently from the transferred charge. The left lead holds one stream outside the window and the other inside. The outside charge is the total minus the window charge, so its variance contains minus twice their covariance, which is $t\int dE\,f_T(1-f_T)/2\pi\hbar=gt/2\pi^2$, with $f_T$ the Fermi function. Apart from the constant initial variance, the thermal change of the full-charge $C_2$ is therefore
\begin{equation}
\frac1{\pi^2}\left[\ln\frac{\sinh gt}{gt}-gt\right].
\end{equation}
For a linear spectrum the density is a free Bose field and the charge fluctuations are Gaussian, so, apart from cutoff corrections, the entropy changes by $\pi^2/3$ times this amount. For small $gt$ the change is negative and of first order: the lead loses thermal fluctuations it already had, while those brought in by the other stream enter only at order $(gt)^2$.

\section{A GaAs point contact}

Take rough values for a good two-dimensional electron gas: density $2\times10^{11}\,\mathrm{cm^{-2}}$, mobility $10^7\,\mathrm{cm^2/Vs}$ and mass $0.067\,m_e$. The temperature is $10$ mK. A switching time of $5$ ps is assumed, which is very fast for a gate. Comparing windows of $50$ and $150$ ps, with the switching held fixed, removes the unknown constant. With $\Delta$ now denoting the gain from the shorter to the longer window, the zero-temperature values are
\begin{align}
\Delta C_2&=\frac{\ln3}{\pi^2}=0.111,\\
\Delta S&=\frac{\ln3}{3}=0.366\ \text{nat}=0.528\ \text{bit}.
\end{align}
Two open spin channels double the entropy gain to $0.732$ nat.

The largest correction estimated here is thermal. At $10$ mK the thermal time $1/g$ is $243$ ps, and the result of the previous section lowers the entropy gain of the lead by $0.119$ nat per channel, about a third, to $0.25$ nat. At $1$ mK the reduction would be $0.014$ nat, or $4\%$. The noise of the transferred charge hides this effect: its $\Delta C_2$ rises by only $0.0056$, or $5\%$, at $10$ mK.

The window length is also uncertain. An ambiguity of one switching time shifts $\Delta S$ by about $\frac13(5/50-5/150)=0.022$ nat, or $6\%$. Transmission $D=0.99$ lowers $\Delta S$ by less than $1\%$. A stray bias of $1\,\mu$V adds less to $C_2$ than the long-time partition noise $D(1-D)eVt/h=4\times10^{-4}$, which is not yet reached because $eVt/\hbar$ is only $0.23$.

The remaining scales are compatible with the non-interacting model, though they do not test the effect of interactions within the leads. The leading logarithm alone gives an rms transferred charge of $0.59\,e$, and the constant it leaves out can raise this noticeably. Even a full charge $e$ changes the voltage of a $1$ pF lead by only $0.16\,\mu$V, small against $\hbar/et=4.4\,\mu$V. The switching energy $\hbar/\tau=0.13$ meV is well below a rough subband spacing of $3$ meV. An electron can return within the window from at most $14.5\,\mu$m, compared with a transport mean free path of $74\,\mu$m, which the mobility sets and which gives little weight to small-angle scattering.

Real gates are the weak point. If switching takes tens of picoseconds, little room is left between $\tau$ and the thermal time at $10$ mK, and the logarithm has hardly any range in which to appear. Slower switching then calls for a lower temperature. Most of these figures are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
series coefficient of C2: 3.289868
series coefficient of C4: 2.164646
series coefficient of C6: 2.034686
series coefficient of C8: 2.008155
one half-filled mode, entropy: 0.69315 nat
its partial sums, C2 to C12 (nat):
  0.822 0.552 1.061 -1.073 14.442 -158.350
8-site state, Schmidt entropy: 0.794981 nat
8-site state, from charge counts: 0.794981 nat
8-site state, C2 and C3: 0.25640, 0.06936
integral of s(u) over u: 3.289868 nat
chains: 500 sites each, half filled, hopping J
time (hbar/J), S (nat), C2, C4:
    5  1.44438  0.45831  -0.04986
   10  1.63760  0.50419  -0.00136
   20  1.87205  0.58005  -0.02833
   40  2.09700  0.64686  -0.01963
dS/dln t from 10 to 40: 0.3314 nat (law 0.3333)
dC2/dln t from 10 to 40: 0.1029 (law 0.1013)
t=10, first positive levels u: 0.968 2.927 5.487 8.525
t=40, first positive levels u: 0.727 2.289 4.026 5.978
averaged dn/du, slope in ln t: 0.0986
same from the central gap alone: 0.1236
t=40, S from counting integral: 2.09700 nat
t=40, partial sums, C2 to C14 (nat):
  2.1281 2.0856 2.0845 2.6498 -9.3540 214.3307 -3793.5062
t=40, order kept, error, bound (nat):
  C2  0.03109  0.19490
  C4  0.01140  0.40179
  C6  0.01245  2.48056
D=0.9, dS/dln t: chain 0.3062, law 0.3079 nat
GaAs: T 10 mK, switching 5 ps, windows 50, 150 ps
gain of C2 between windows: 0.1113
gain of S: 0.3662 nat = 0.5283 bit
gain of S, two spin channels: 0.7324 nat
thermal time hbar/(pi k T): 243.1 ps
thermal addition to C2 gain: 0.00563
gain of S at D=0.99: 0.3635 nat
window-length uncertainty in S gain: 0.0222 nat
shot noise at 1 uV offset, in C2: 0.000359
rms charge (leading log): 0.587 e
lead voltage at 1 pF: 0.094 uV
voltage scale hbar/(e t): 4.39 uV
switching energy: 0.132 meV, subband spacing 3 meV
2DEG: density 2.0e+11 cm^-2, mobility 1.0e+07 cm2/Vs, mass 0.067 m_e
reach for return in window: 14.5 um, free path 73.8 um
\end{verbatim}
